A metal ion in water stands a few ångströms from an electrode and gives up one electron to it. The electron crosses in a time too short for the water molecules to turn. Just after the jump the ion has its new charge, while the surrounding water is still oriented for the old one. The free energy released as the water then relaxes is the outer-sphere reorganisation energy $\lambda$. The metal lowers this energy in two ways. It takes the place of water that would have stored part of it, and its electrons screen the ion at once. The ion's field becomes stronger in the gap between ion and metal but falls off faster far away, and on balance the remaining water stores less energy.

## Model and result

The ion is a sphere of radius $a$ with its charge spread evenly over the surface. Its centre is at distance $d\ge a$ from the flat surface of a perfect metal held at fixed potential. The solvent fills the half-space outside the metal and responds linearly and locally. Its optical relative permittivity $\varepsilon_{op}$ describes electrons, which follow any charge change at once. Its static value $\varepsilon_s$ also includes the slow, mainly orientational, response. At first this response is continued through the inside of the sphere; a real cavity is treated later. For transfer of one electron,

$$\lambda=\frac{e^2}{8\pi\varepsilon_0}\left(\frac1{\varepsilon_{op}}-\frac1{\varepsilon_s}\right)\left(\frac1a-\frac1{2d}\right).\qquad(1)$$

The formula is in SI units.

## First derivation: charging energies

Split the polarisation into a fast part $P_e$ and a slow part $P_n$. In a field $E$ they must settle at $\varepsilon_0\chi_eE$ and $\varepsilon_0\chi_nE$, with $\chi_e=\varepsilon_{op}-1$ and $\chi_n=\varepsilon_s-\varepsilon_{op}$, so that the sum is $\varepsilon_0(\varepsilon_s-1)E$. Local costs $P_e^2/(2\varepsilon_0\chi_e)$ and $P_n^2/(2\varepsilon_0\chi_n)$ per volume achieve this.

Let $\rho$ be the ion's charge density, $L\rho$ its field without solvent but with the metal present, $\frac12\rho G\rho$ its energy in that field, and $\frac12PTP$ the interaction energy of the polarisation with itself, metal included. Products imply integration over space. With $P=P_e+P_n$ and $c_i=1/(\varepsilon_0\chi_i)$, the free energy is

$$F=\tfrac12\rho G\rho-P\cdot L\rho+\tfrac12PTP+\tfrac12c_eP_e^2+\tfrac12c_nP_n^2 .$$

The fast part minimises $F$ at given $P_n$, so $(T+c_e)P_e=L\rho-TP_n$. With $S=(T+c_e)^{-1}$, putting this back gives

$$F=\tfrac12\rho G\rho-P_n\cdot L\rho+\tfrac12P_n(T+c_n)P_n-\tfrac12(L\rho-TP_n)S(L\rho-TP_n).$$

Collecting powers of $P_n$,

$$F=\tfrac12\rho A\rho-\rho BP_n+\tfrac12P_nKP_n,$$

$$A=G-L^TSL,\quad B=L^T(1-ST),\quad K=T+c_n-TST .$$

The slow part in equilibrium with $\rho$ is $P_n^*=K^{-1}B^T\rho$. Completing the square,

$$F=\tfrac12\rho\left(A-BK^{-1}B^T\right)\rho+\tfrac12(P_n-P_n^*)K(P_n-P_n^*).\qquad(2)$$

Now let the charge jump from $\rho_1$ to $\rho_2=\rho_1+\Delta\rho$ with $P_n$ frozen at $K^{-1}B^T\rho_1$. Its distance from the new equilibrium is $-K^{-1}B^T\Delta\rho$, and the last term of (2) is the energy to be released:

$$\lambda=\tfrac12\Delta\rho\,BK^{-1}B^T\Delta\rho .$$

Both parts of this have a meaning. With no slow response, the energy of a charge $\Delta\rho$ is $W_{op}=\frac12\Delta\rho A\Delta\rho$. With full response it is $W_s=\frac12\Delta\rho(A-BK^{-1}B^T)\Delta\rho$. Hence

$$\lambda=W_{op}-W_s,\qquad(3)$$

where both energies belong to the charge change alone. The initial charge has dropped out. A fixed field from the electrode adds the same constant to $P_n^*$ before and after the jump, so it drops out too; it changes the driving force.

It remains to find $W$ for a charge $q$ in a uniform permittivity $\varepsilon$. The metal's surface must stay at constant potential, which an image charge $-q$ at distance $2d$ from the ion's centre ensures. On the sphere, the ion's own potential is $q/(4\pi\varepsilon_0\varepsilon a)$. The image potential has no source inside the sphere, so its average over the surface equals its value at the centre, $-q/(4\pi\varepsilon_0\varepsilon\,2d)$. The energy is half the charge times the mean potential:

$$W_\varepsilon=\frac{q^2}{8\pi\varepsilon_0\varepsilon}\left(\frac1a-\frac1{2d}\right).\qquad(4)$$

The half is there because the image grows along with the charge. Setting $q^2=e^2$ and subtracting as in (3) gives (1).

## Second derivation: energy stored in the solvent

The same result follows from local energies, without charging the ion. In a uniform solvent the displacement $D$ of ion plus image solves the field equations whatever the permittivity. It still does so with a frozen $P_n$, because that $P_n$ is proportional to the old $D$; the field $E=(D-P_n)/(\varepsilon_0\varepsilon_{op})$ is then curl-free and normal to the metal, as it must be. Each volume element can therefore be treated alone, at given $D$. Its energy density is

$$f=\frac{(D-P_n-P_e)^2}{2\varepsilon_0}+\frac{P_e^2}{2\varepsilon_0\chi_e}+\frac{P_n^2}{2\varepsilon_0\chi_n}.$$

Minimising over $P_e$ gives $P_e=\chi_e(D-P_n)/\varepsilon_{op}$, which leaves $D-P_n-P_e=(D-P_n)/\varepsilon_{op}$. The first two terms then add to $(1+\chi_e)(D-P_n)^2/(2\varepsilon_0\varepsilon_{op}^2)$, and since $1+\chi_e=\varepsilon_{op}$,

$$f=\frac{(D-P_n)^2}{2\varepsilon_0\varepsilon_{op}}+\frac{P_n^2}{2\varepsilon_0\chi_n}.$$

The minimum over $P_n$ is at $P_n^*=\chi_nD/\varepsilon_s$, because $\varepsilon_{op}+\chi_n=\varepsilon_s$. A deviation from it costs

$$\frac1{2\varepsilon_0}\left(\frac1{\varepsilon_{op}}+\frac1{\chi_n}\right)(P_n-P_n^*)^2=\frac{\varepsilon_s}{2\varepsilon_0\varepsilon_{op}\chi_n}(P_n-P_n^*)^2 .$$

After the jump the deviation has size $\chi_n\Delta D/\varepsilon_s$, where $\Delta D$ is the change of displacement. The excess density is $\chi_n\Delta D^2/(2\varepsilon_0\varepsilon_{op}\varepsilon_s)$, so

$$\lambda=\frac1{2\varepsilon_0}\left(\frac1{\varepsilon_{op}}-\frac1{\varepsilon_s}\right)\int_{z>0}\Delta D^2\,dV.\qquad(5)$$

For the integral, extend the picture to all space with two charged shells, $q$ and $-q$, at distance $R=2d$. By mirror symmetry the half-space holds half the total. Each shell alone contributes

$$\int_a^\infty\left(\frac{q}{4\pi r^2}\right)^24\pi r^2dr=\frac{q^2}{4\pi a}.$$

For the cross term, use spheres of radius $r$ about the first shell. Its field is radial, so only the flux of the second field through each sphere counts, and by Gauss's law that flux is the enclosed charge. An element $dq'$ of the second shell at distance $r'$ is enclosed for $r>r'$ and contributes

$$\int_{r'}^\infty\frac{q}{4\pi r^2}\,dq'\,dr=\frac{q\,dq'}{4\pi r'}.$$

The average of $1/r'$ over the second shell is $1/R$, so the cross integral is $-q^2/(4\pi R)$. It enters twice. Half the total is

$$\int_{z>0}\Delta D^2dV=\frac12\left(\frac{2q^2}{4\pi a}-\frac{2q^2}{4\pi R}\right)=\frac{q^2}{4\pi}\left(\frac1a-\frac1{2d}\right),$$

and (5) becomes (1) for $q^2=e^2$.

## What each derivation assumes

Both need a linear solvent, a clean separation into fast and slow response, classical slow motion, a perfect metal and an ion that does not move during the jump. The first needs neither a uniform solvent nor a perfect metal up to (3); these enter only at (4). That relation holds for any linear arrangement of cavities, layers and metals, provided $W_{op}$ and $W_s$ are found for that arrangement. The second needs $D$ to be the same for both permittivities. In return it shows where the energy lies: in the solvent, with density proportional to $\Delta D^2$.

A real ion has an interior with its own permittivity $\varepsilon_{in}$, and there the second derivation fails, because $D$ now depends on $\varepsilon$. The first still works. To leading order the image acts on the sphere as a uniform field $E_0=q/(4\pi\varepsilon_0\varepsilon R^2)$ pointing to the metal. Outside the sphere write the potential as $-E_0r\cos\theta+\beta\cos\theta/r^2$, and inside as $-E_1r\cos\theta$. Continuity of potential and of normal displacement gives

$$E_1=E_0-\frac{\beta}{a^3},\qquad \varepsilon\left(E_0+\frac{2\beta}{a^3}\right)=\varepsilon_{in}E_1,$$

$$\beta=-a^3E_0\,\frac{\varepsilon-\varepsilon_{in}}{2\varepsilon+\varepsilon_{in}} .$$

The image of this dipole changes the potential at the ion's centre by $-\beta/R^2$. Half the charge times this is

$$\delta W_\varepsilon=\frac{q^2}{8\pi\varepsilon_0\varepsilon a}\,\frac{\varepsilon-\varepsilon_{in}}{2\varepsilon+\varepsilon_{in}}\left(\frac a{2d}\right)^4 .$$

For an interior permittivity of 1 or 2, the correction stays small even for an ion close to the metal. For a large $\varepsilon_{in}$ it does not, as the conducting sphere below shows.

## Limits

Far from the metal, (1) tends to the value $\lambda_\infty$ of an isolated ion, and in general $\lambda/\lambda_\infty=1-a/(2d)$. At contact, $d=a$, half of $\lambda_\infty$ is left. If $\varepsilon_s=\varepsilon_{op}$ there is no slow response and $\lambda=0$.

A perfectly conducting sphere behaves differently at contact. Put a charge $q_0$ at its centre, then restore constant potential on plane and sphere in turn. Each plane image $-q_n$ calls for a charge in the sphere

$$q_{n+1}=\frac{a\,q_n}{2d-x_n}\quad\text{at}\quad x_{n+1}=\frac{a^2}{2d-x_n},\qquad x_0=0,$$

where $x_n$ is measured from the centre towards the metal. The sphere's potential stays $q_0/(4\pi\varepsilon_0\varepsilon a)$ while its charge is $\sum q_n$. The energy at given total charge is thus that of an isolated sphere divided by $\sum q_n/q_0$. At $d=a$ the recursion gives $x_n=na/(n+1)$ and $q_n=q_0/(n+1)$. The sum diverges, and $\lambda$ vanishes. Formula (1) should not be used for a conducting particle near contact.

## Activation

Let the slow polarisation be the one suited to a fraction $\xi$ of the charge change. By (2) it costs $\lambda\xi^2$ above the initial equilibrium and $\lambda(1-\xi)^2$ above the final one. If the final state lies $\Delta G$ above the initial one, the two energies are equal when $\lambda\xi^2=\Delta G+\lambda(1-\xi)^2$, so $\xi=(\lambda+\Delta G)/(2\lambda)$ and the cost is

$$\Delta G^\ddagger=\frac{(\lambda+\Delta G)^2}{4\lambda}.$$

No other polarisation reaches equality more cheaply. The gap between the two energies depends on $P_n$ through $\Delta\rho BP_n$ alone, and the least value of $\frac12\delta P_nK\delta P_n$ at given $\Delta\rho B\,\delta P_n$ has $\delta P_n\propto K^{-1}B^T\Delta\rho$, which is the path just used. This is the barrier for one electronic level of the metal; a rate also needs a sum over levels and the electronic coupling.

## Numbers for an iron couple in water

Take rough values in the regime of the hexaaqua iron(III/II) couple at a noble-metal electrode: $a=0.35$ nm, $d=0.65$ nm, $\varepsilon_{op}=1.8$, $\varepsilon_s=78$, at 298 K. With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm,

$$\frac1{1.8}-\frac1{78}=0.5427,\qquad \frac1{0.35}-\frac1{1.30}=2.088\ \text{nm}^{-1},$$

$$\lambda=\tfrac12(1.440)(0.5427)(2.088)=0.816\ \text{eV},$$

or 78.7 kJ/mol. In the form (3) this is $0.835-0.019$ eV: the static energy is small because water screens so well. Far from the metal $\lambda$ would be 1.116 eV; the metal removes 0.301 eV, the difference of the unrounded values. At $d=1.00$ nm $\lambda$ is 0.921 eV, and at contact 0.558 eV. For $\Delta G=0$ the barrier at $d=0.65$ nm is $\lambda/4=0.204$ eV.

At $d=0.65$ nm the cavity matters little. Matching all multipoles up to order 60 numerically gives 0.817 eV for $\varepsilon_{in}=1$ and 0.816 eV for $\varepsilon_{in}=2$. A conducting sphere gives 0.809 eV at the same distance, but 0.345 eV at $d=1.01a$, on its way to zero.

A simple model shows what screening over a finite depth does. Resolve the potential into waves of number $k$ along the surface. In the solvent each has the form $e^{kz}+re^{-kz}$, and in a Thomas–Fermi metal with screening length $1/k_{TF}$ and background permittivity 1 it varies as $e^{\kappa z}$, where $\kappa=\sqrt{k^2+k_{TF}^2}$. Matching potential and displacement gives

$$r=\frac{\varepsilon k-\kappa}{\varepsilon k+\kappa},\qquad -\frac1{2d}\;\to\;\int_0^\infty r\,e^{-2kd}\,dk .$$

A perfect metal has $r=-1$ and returns the old term. For a length of 0.05 nm, numerical integration raises $\lambda$ by 0.03 eV: the weaker optical image outweighs the change in $W_s$. The size depends on the background permittivity. The d electrons of a noble metal make it several units, and a value of 6, with the same free-electron screening, cuts the shift to about 0.01 eV. The sign belongs to this model, which stops the metal's electrons at a hard wall. At a real surface they spill out and can put the image plane in front of the edge of the positive background. If $d$ is measured from that edge, a plane 0.05 nm in front of it lowers $\lambda$ by about 0.025 eV.

For the real couple, important doubts about the solvent part concern the radius, the distance and the linear response. A radius larger by 0.02 nm, with $d$ fixed, lowers $\lambda$ by about $1.116\times0.02/0.35=0.06$ eV. A further 0.28 nm between ion and metal, about one layer of water, raises it by 0.09 eV. Close to the ion, water dipoles saturate. If the static permittivity is 10 in a shell 0.28 nm thick, the field at the surface of a 2+ ion is about 24 MV/cm, and a dipole of 0.04 e nm in it has an energy of about 4 $kT$, so linear response is doubtful there. Integrating the energy density of an isolated ion over this shell lowers $\lambda$ by $\frac12(1.440)(\frac1{10}-\frac1{78})(\frac1{0.35}-\frac1{0.63})=0.08$ eV, about a tenth of $\lambda$. This is only a rough indication, because the value 10 is assumed and the formula uses the linear response that is in doubt here. If the slow polarisation instead saturates locally as a Langevin function, the mean $\lambda$ of an isolated ion changing between 2+ and 3+ falls by 0.05 to 0.28 eV as the saturation polarisation goes from 0.26 to 0.14 C/m$^2$. The true lowering may therefore be several times larger. Mobile ions, if they respond as slow charges, lower $W_s$ but cannot make it negative, so they raise $\lambda$ by at most 0.019 eV. Averaging (1) over distances beyond 0.65 nm with a tunnelling weight that falls by a factor $e$ per 0.1 nm raises it by 0.04 eV, or by 0.03 eV if the weight also includes the factor $e^{-\lambda/4kT}$, which favours short distances. These are separate estimates with rough inputs, not terms to be summed into a prediction.

A larger omission lies outside the solvent. The six iron–oxygen bonds change length too. With a rough force constant of 170 N/m and a change of 0.014 nm, they add $6\times\frac12\times170\times(1.4\times10^{-11})^2$ J, or 0.62 eV. The two oxidation states differ in stiffness: breathing modes near 390 and 490 cm$^{-1}$ correspond to about 160 and 255 N/m, and their reduced mean of about 200 N/m gives 0.73 eV. The value is therefore uncertain by about 0.1 eV. This inner-sphere part must be added to $\lambda$ before a classical barrier for this couple is estimated. The bond vibrations are stiff enough for quantum effects to lower its contribution somewhat.

Numerical values quoted here were computed with a short program.
